# The Hottest Point of a Heater and Phase-Change Segment in Series

## Result

A heater (h) and a phase-change segment (p) of equal cross-section are joined end to end and carry the same current. For each part let $L$ be the length, $\rho$ the electrical resistivity and $k$ the thermal conductivity, and define

$$S=\frac{\rho L^2}{k},\qquad R=\frac{L}{k}.$$

**Theorem.** Under assumptions 1–5 below, the steady hottest point lies strictly inside the part with the larger $S$. If $S_h=S_p$, it is the interface.

**Assumptions.**

1. The state is steady and the current density $J$ is uniform.
2. Heat flows along the axis, with no loss through the sides.
3. $\rho$ and $k$ are constant within each part.
4. Both outer ends are held at the same temperature $T_0$.
5. No heat is released or absorbed at the interface. The interface may have a thermal resistance $r_b\ge 0$ (area times kelvin per watt), across which the temperature jumps.

The temperature rise is $\theta=T-T_0$. In each part $x$ runs inward from that part's own outer end, so the interface is at $x=L$ in both.

## Lemma 1: the thermally cut bar

Suppose that the interface passes current but no heat. Then the inner end of each part has the rise

$$\theta_{\rm cut}=\tfrac12J^2S .$$

*Proof.* Joule heat $\rho J^2$ per volume must be carried off by conduction, so $k\theta''=-\rho J^2$. One integration, with zero slope at the insulated end $x=L$, gives

$$k\theta'(x)=\rho J^2(L-x).$$

A second integration, with $\theta(0)=0$, gives

$$\theta(x)=\frac{\rho J^2}{k}\left(Lx-\frac{x^2}{2}\right),\qquad \theta(L)=\frac{\rho J^2L^2}{2k}=\frac{J^2S}{2}.\qquad\square$$

This is the meaning of $S$. One factor $L$ counts the heat produced; the other, with $1/k$, counts the resistance that this heat meets on its way out. For cross-section $A$, the electrical resistance is $\rho L/A$ and the thermal resistance is $L/(kA)$. Their product is $S/A^2$, so at equal cross-sections the theorem selects the part with the larger product of the two.

## Lemma 2: heat crosses the interface from larger to smaller S

Let $q$ be the heat flux from part 1 to part 2. Then

$$q=\frac{J^2(S_1-S_2)}{2(R_1+R_2+r_b)} .$$

*Proof.* Let heat now leave part 1 at its inner end. The equation is linear, so a source-free solution $ax$ is added to the cut profile. The flux towards larger $x$ is $-k\theta'$. The cut profile contributes none at $x=L_1$, hence $-k_1a=q$ and $a=-q/k_1$. The end temperature changes by $aL_1=-qR_1$. Part 2 receives the same flux, so its end temperature changes by $+qR_2$:

$$\theta_1(L_1)=\tfrac12J^2S_1-qR_1,\qquad \theta_2(L_2)=\tfrac12J^2S_2+qR_2 .$$

The jump across the interface is $\theta_1(L_1)-\theta_2(L_2)=qr_b$. Substitution gives

$$\tfrac12J^2(S_1-S_2)=q(R_1+R_2+r_b),$$

which is the claim. $\square$

The boundary resistance changes the size of $q$ but not its sign.

## Proof of the theorem

Let part 1 be the one with larger $S$, so that $q>0$.

**Part 2.** Adding the slope $q/k_2$ to the cut profile gives

$$k_2\theta_2'(x)=\rho_2J^2(L_2-x)+q>0 .$$

The temperature rises all the way from the cold end to the interface. The hottest point of part 2 is therefore its inner face.

**Part 1.** Here

$$k_1\theta_1'(x)=\rho_1J^2(L_1-x)-q .$$

This slope decreases steadily with $x$ and equals $-q<0$ at the interface. It must be positive at $x=0$. Otherwise $\theta_1$ would fall from zero throughout and end negative, whereas Lemma 2 gives

$$\theta_1(L_1)=\frac{J^2}{2}\,\frac{S_1(R_2+r_b)+S_2R_1}{R_1+R_2+r_b}>0 .$$

The slope thus has one zero, at an interior maximum. That maximum exceeds $\theta_1(L_1)$, and $\theta_1(L_1)=\theta_2(L_2)+qr_b\ge\theta_2(L_2)$, the highest temperature in part 2. The hottest point of the whole bar is therefore inside part 1.

If $S_1=S_2$, then $q=0$. Both profiles rise up to the interface and reach the same temperature there. $\square$

## Corollary: position and height of the peak

Setting the slope in part 1 to zero gives $x_*=L_1-q/(\rho_1J^2)$, or

$$x_*=L_1-\frac{S_1-S_2}{2\rho_1(R_1+R_2+r_b)} .$$

In terms of $x_*$ the slope is $k_1\theta_1'=\rho_1J^2(x_*-x)$. Integrating from $0$ to $x_*$ gives

$$\theta_{\max}=\frac{\rho_1J^2x_*^2}{2k_1}.$$

Since $S_2>0$ and $R_2+r_b>0$, Lemma 2 gives $q<J^2S_1/(2R_1)=\rho_1J^2L_1/2$. Hence $x_*>L_1/2$: the peak lies in the inner half of the hotter part. It approaches the middle when the neighbour becomes a perfect heat sink ($S_2,R_2,r_b\to0$), and the interface when $S_2\to S_1$. Correspondingly, $\theta_{\max}$ lies between $J^2S_1/8$ and $J^2S_1/2$.

For $r_b=0$ the two faces share one temperature. Dividing numerator and denominator of the expression for $\theta_1(L_1)$ by $R_1R_2$, and using $S/R=\rho L$, gives

$$\theta_i=\frac{J^2(\rho_1L_1+\rho_2L_2)}{2(1/R_1+1/R_2)} .$$

## Remark 1: two rules that do not work

At equal $J$ and cross-section, Joule power is proportional to $\rho L$. Neither larger power nor larger resistivity is a substitute for larger $S$. The heat equation was solved numerically for 400 random pairs, with each $\rho$, $L$ and $k$ between about 0.41 and 2.46 in arbitrary units, some pairs having a boundary resistance. Pairs whose $S$ values differed by less than about 22 % were left out, so the counts below refer to clearly different pairs. The theorem held in all 400. The power rule failed in 57 and the resistivity rule in 154; these counts belong to this choice of ranges.

## Worked example: first melting in a memory cell

The following round values are rough. They lie in the regime of a confined phase-change cell with a resistive metal-nitride heater and a crystalline chalcogenide segment.

| | $\rho$ (µΩ m) | $L$ (nm) | $k$ (W/(m K)) |
|---|---|---|---|
| Heater | 20 | 60 | 5 |
| Segment | 25 | 40 | 1 |

The cross-section is a square of side 40 nm, the ends are at 300 K, and melting is put at 900 K. The current is chosen so that the hottest point just reaches melting; no molten region with other properties is then present. With $r_b=0$,

$$S_h=\frac{(20\times10^{-6})(60\times10^{-9})^2}{5}=1.44\times10^{-20},\qquad S_p=4.00\times10^{-20}\ \Omega\,\mathrm{m^2\,K/W}.$$

The segment wins. With $R_h=1.2\times10^{-8}$ and $R_p=4.0\times10^{-8}$ m² K/W, the peak lies at

$$x_*=40\ \mathrm{nm}-\frac{2.56\times10^{-20}}{2(25\times10^{-6})(5.2\times10^{-8})}\ \mathrm{m}=30.15\ \mathrm{nm}$$

from the segment's cold end, or 9.85 nm from the heater. A rise of 600 K there requires

$$J=\sqrt{\frac{2k_p\,(600\ \mathrm{K})}{\rho_px_*^2}}=2.30\times10^{11}\ \mathrm{A/m^2}=23.0\ \mathrm{MA/cm^2},$$

which is a current of 0.368 mA. The numerical solution of the heat equation gives the same peak position and 900 K.

The heater drops 0.276 V and the segment 0.230 V, so the heater releases 54.5 % of the power. Melting nevertheless begins in the segment. Cut at the interface, the heater would warm by 380 K and the segment by 1056 K. When they are joined, the flux is

$$q=\frac{1056-380}{5.2\times10^{-8}}\ \mathrm{W/m^2}=1.30\times10^{10}\ \mathrm{W/m^2}$$

from segment to heater. The element called the heater is, in this steady state, a path by which the segment loses heat. The interface is at 836 K.

With all other parameters fixed, the hottest point changes sides when $S_h=S_p$, at the heater length

$$L_h=L_p\sqrt{\frac{\rho_pk_h}{\rho_hk_p}}=40\ \mathrm{nm}\times\sqrt{\frac{25\times5}{20\times1}}=100\ \mathrm{nm}.$$

Numerical solutions with the heater 5 % shorter and 5 % longer than this put the peak in the segment and in the heater, respectively.

## Remark 2: heat released at the interface

Let the interface release heat $w$ per area, with $r_b=0$ and $S_p>S_h$. If $q_p$ leaves the segment, the heater receives $q_p+w$. Equal face temperatures require

$$\tfrac12J^2S_p-q_pR_p=\tfrac12J^2S_h+(q_p+w)R_h,$$

$$q_p=\frac{\tfrac12J^2(S_p-S_h)-wR_h}{R_p+R_h}.$$

For $w\ge0$ the heater still receives heat, since

$$q_p+w=\frac{\tfrac12J^2(S_p-S_h)+wR_p}{R_p+R_h}>0 .$$

The peak stays inside the segment while $q_p>0$. For $q_p\le0$ both profiles rise up to the interface, which becomes the hottest point. A contact resistivity $\rho_c$ gives $w=\rho_cJ^2$, so the peak stays inside the segment if

$$\rho_c<\frac{S_p-S_h}{2R_h}=\frac{2.56\times10^{-20}}{2.4\times10^{-8}}\ \Omega\,\mathrm{m^2}=1.07\times10^{-8}\ \Omega\,\mathrm{cm^2}.$$

Numerical solutions at 0.9 and 1.1 times this limit place the peak in the segment and at the interface.

## Remark 3: heat loss through the sides

Let both parts lose heat $s\theta$ per volume to surroundings at $T_0$, with the same $s>0$. Then $k\theta''-s\theta=-\rho J^2$. With $\lambda=\sqrt{k/s}$, the cut profile that satisfies $\theta(0)=0$ and $\theta'(L)=0$ is

$$\theta(x)=\frac{\rho J^2}{s}\left[1-\frac{\cosh((L-x)/\lambda)}{\cosh(L/\lambda)}\right],$$

$$\theta_{\rm cut}=\frac{\rho J^2}{s}\left[1-\operatorname{sech}\frac{L}{\lambda}\right].$$

**The part with the larger $\theta_{\rm cut}$ contains the hottest point.** To see this, add a source-free solution $a\sinh(x/\lambda)$. A flux $q$ entering at the inner end requires $(ka/\lambda)\cosh(L/\lambda)=q$, and raises that end by $qZ$ with $Z=(\lambda/k)\tanh(L/\lambda)$. As in Lemma 2,

$$q=\frac{\theta_{\rm cut,1}-\theta_{\rm cut,2}}{Z_1+Z_2+r_b}$$

flows from part 1 to part 2. In the receiving part

$$\theta_2'(x)=\frac{\rho_2J^2}{s\lambda_2}\,\frac{\sinh((L_2-x)/\lambda_2)}{\cosh(L_2/\lambda_2)}+\frac{q}{k_2}\,\frac{\cosh(x/\lambda_2)}{\cosh(L_2/\lambda_2)}>0,$$

so its hottest point is its inner face. In the giving part the second term has a minus sign. The slope then decreases with $x$ and is negative at the interface, while the end temperature is positive, being $\theta_2(L_2)+qr_b$. The argument of the theorem applies unchanged.

For weak loss, $1-\operatorname{sech}z\approx z^2/2$ restores $J^2S/2$. For strong loss, $L\gg\lambda$ in both parts, $\theta_{\rm cut}\to\rho J^2/s$ and the larger resistivity decides. In the example the segment has the larger $\rho$ as well as the larger $S$.

## Remark 4: the ends and the start of the pulse

If each outer end has a thermal resistance $r_e$, all the heat $\rho LJ^2$ of a cut part crosses it, and

$$\theta_{\rm cut}=J^2\left(\tfrac12S+\rho Lr_e\right).$$

Replacing each $R$ by $R+r_e$ in Lemma 2 leaves the argument intact, so the larger bracket decides. When $r_e$ dominates, this becomes the rule of larger Joule power. For $r_e=10^{-8}$ m² K/W the brackets are $1.92\times10^{-20}$ for the heater and $3.00\times10^{-20}$ Ω m² K/W for the segment, which still wins.

The theorem also needs time. Before conduction matters, the interior of a part heats at the rate $\rho J^2/C$, where $C$ is the heat capacity per volume. The heater can therefore lead early and lose later if $\rho_h/C_h>\rho_p/C_p$. With rough capacities of 3.0 and 1.3 MJ/(m³ K) for heater and segment, the initial rates are 352 and 1015 K/ns, so the segment leads from the start. The slowest relaxation time of the two parts is 0.87 ns with ideal thermal contacts, and about 2.2 ns with boundaries of $10^{-8}$ m² K/W at both ends and at the interface. Both are short beside a pulse of tens of nanoseconds. Heating of the surroundings, which the model omits, can be slower.

## The example beside a real cell

Dimensions of tens of nanometres and currents of a few tenths of a milliampere are reasonable for such cells, but chalcogenide resistivity varies widely with composition and crystal phase, and 25 µΩ m represents a well-conducting crystalline state. Real cells also break several assumptions. The table takes rough sizes for these effects, one at a time, at the fixed current of 0.368 mA.

| Effect | Peak (K) |
|---|---|
| None | 900 |
| Side loss | 590 |
| Thermal boundaries | 1554 |
| Contact heating | 1324 |
| Peltier heating / cooling | 1082 / 795 |
| $\rho(T)$ and $k(T)$ | 831 |

Side loss assumes a surrounding dielectric of 1 W/(m K), cold at a radius of 100 nm, with purely radial heat flow in it, and a temperature that is uniform over the cell's cross-section. The last assumption is rough, because the segment conducts no better than the dielectric. For a round cell of the same area, resolving the radial profile raises the peak on the axis to about 640 K. Axial conduction in the dielectric lowers it again to about 580–610 K, depending on whether the dielectric's end faces are cold or insulated. The peak stays in the segment in each case. The boundaries are $10^{-8}$ m² K/W at both ends and at the interface. The contact resistivity is $10^{-8}$ Ω cm², and the Peltier heat corresponds to a Seebeck difference of 100 µV/K, its sign set by the current direction. In the last row the segment's resistivity is assumed to fall by 0.10 % per kelvin about 600 K, and the electronic part of each $k$ follows the Wiedemann–Franz law. The sign of this slope differs between crystalline states; if the resistivity rose at the same rate, the peak temperature would shift upward instead.

In every row the hottest point remains in the segment, but contact heating leaves it less than 1 K above the interface, close to the limit of Remark 2. Effects acting together can therefore move it: contact heating and Peltier heating of these sizes together release more heat than that limit allows, and the interface becomes the hottest point. The peak temperature shifts by up to several hundred kelvin. The largest shift comes from the thermal boundaries. The total heat flux out of the two ends is $J(0.276+0.230)\ \mathrm{V}=1.16\times10^{11}$ W/m²; the end boundaries of $10^{-8}$ m² K/W therefore raise the two ends by about 580 K on average. Values above 900 K are not predicted temperatures, since the material would have melted. They mean that melting starts at a lower current.

Side loss acts the other way. With constant coefficients the rise is proportional to $J^2$, so first melting then needs

$$0.368\ \mathrm{mA}\times\sqrt{\frac{600}{590-300}}=0.529\ \mathrm{mA},$$

44 % more than without loss. The treatments of the side loss described above give 0.49–0.54 mA, so the increase is roughly 30–50 %. Because the effects have opposite signs and interact, 0.37 mA is an order of magnitude for a real cell, not a design value. Writing a whole amorphous plug also needs more than first melting. The rule of larger $S$ rests on equal cross-sections and uniform $J$; it does not carry over to mushroom cells, where current and heat spread out from a narrow heater contact. The numerical output gives the remaining values.

## Computed values

```
Random cells, main rule: 400 tested, 0 failures
Failures of rule 'larger Joule power': 57
Failures of rule 'larger resistivity': 154
Random cells with side loss: 200 tested, 0 failures
Heater: rho 20.0 uohm m, L 60.0 nm, k 5.0 W/(m K)
Heater: S = 1.440e-20 ohm m^2 K/W, R = 1.20e-08 m^2 K/W
Segment: rho 25.0 uohm m, L 40.0 nm, k 1.0 W/(m K)
Segment: S = 4.000e-20 ohm m^2 K/W, R = 4.00e-08 m^2 K/W
Cell width: 40.0 nm
Cold ends: 300 K; melting (rough): 900 K
Current density: 22.98 MA/cm^2 = 2.298e+11 A/m^2
Current at first melting: 0.368 mA
Voltage: heater 0.276 V, segment 0.230 V
Joule power: heater 101.4 uW, segment 84.5 uW
Heater share of power: 54.5 %
Field in segment: 0.0574 MV/cm
Cut-end rises: heater 380.1 K, segment 1055.8 K
Heat flux from segment into heater: 1.299e+10 W/m^2
Peak from segment's cold end: 30.15 nm (formula), 30.15 nm (numerical)
Peak from interface: 9.85 nm
Peak temperature, numerical: 900.00 K
Interface temperature: 836.0 K (formula), 836.0 K (numerical)
Crossover heater length: 100.0 nm
Contact resistivity limit: 1.067e-08 ohm cm^2
Heat capacities: heater 3.0, segment 1.3 MJ/(m^3 K)
Slowest thermal relaxation time: 0.87 ns
Initial heating rates: heater 352, segment 1015 K/ns
Side loss input: k 1.0 W/(m K), cold radius 100 nm
Each thermal boundary (two ends, interface): 1.0e-08 m^2 K/W
Contact resistivity input: 1.0e-08 ohm cm^2
Seebeck difference input: 100 uV/K
Segment resistivity slope: -0.10 %/K about 600 K
Effects, one at a time, at the same current:
ideal: hottest in segment, T 900 K; interface 836 K
side loss: hottest in segment, T 590 K; interface 558 K
thermal boundaries: hottest in segment, T 1554 K; interface 1501 K
contact heating: hottest in segment, T 1324 K; interface 1323 K
Peltier heating: hottest in segment, T 1082 K; interface 1061 K
Peltier cooling: hottest in segment, T 795 K; interface 690 K
rho(T) and k(T): hottest in segment, T 831 K; interface 800 K
First-melting current with side loss: 0.529 mA
```
